# Saturation Field and Anisotropy Energy of a Uniaxial Magnet: test program

```python
"""Hard-axis saturation field versus anisotropy energy of a uniaxial magnet.

Result under test: for e(theta) = K1 sin^2 + K2 sin^4 (theta from the easy axis)
and a field B perpendicular to the easy axis, M*B_s/2 = K1 + 2 K2, whereas the
easy-to-hard energy, the loop area and the coherent barrier density are K1 + K2.
Symbols: M magnetization, B_s saturation field, m = component along the field / M,
V volume, Nz and Nx demagnetizing factors of a disc, K3 a sin^6 coefficient.
Energy densities are in meV/nm^3, lengths in nm, fields in tesla.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid, simpson, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from scipy.special import j1, jnp_zeros, ellipk, ellipe

# Round model parameters, rough regime of a perpendicular CoFeB/MgO free layer
K1, K2 = 1.0, 0.2
moment_density = 90.0            # Bohr magnetons per nm^3
diameter, thickness = 28.0, 1.6  # nm
temperature, hot_temperature = 300.0, 358.0
exchange = 100.0                 # exchange stiffness, meV/nm
tilt_degrees = 2.0

bohr_magneton = const.physical_constants["Bohr magneton in eV/T"][0] * 1e3
M = moment_density * bohr_magneton          # meV/(nm^3 T)
kB = const.k / const.e * 1e3                # meV/K
kT = kB * temperature
volume = np.pi * diameter**2 / 4 * thickness
to_kJ_m3 = const.e * 1e-3 / 1e-27 / 1e3     # meV/nm^3 -> kJ/m^3
angles = np.linspace(0, np.pi / 2, 2001)


def anisotropy(theta, k):
    s2 = np.sin(theta)**2
    return sum(c * s2**(n + 1) for n, c in enumerate(k))


def total_energy(theta, MB, k, tilt=0.0):
    # tilt turns the field from the hard axis towards the easy axis
    return anisotropy(theta, k) - MB * np.sin(theta + tilt)


def equilibrium_angle(MB, k, tilt=0.0):
    i = int(np.argmin(total_energy(angles, MB, k, tilt)))
    low, high = angles[max(i - 1, 0)], angles[min(i + 1, len(angles) - 1)]
    return minimize_scalar(total_energy, bounds=(low, high), method="bounded",
                           args=(MB, k, tilt), options={"xatol": 1e-10}).x


def saturation_MB(k):
    # smallest M*B whose global energy minimum is the hard axis
    low, high = 0.0, 10.0
    for _ in range(45):
        mid = (low + high) / 2
        if np.argmin(total_energy(angles, mid, k)) == len(angles) - 1:
            high = mid
        else:
            low = mid
    return high


def loop_readings(k):
    MB_sat = saturation_MB(k)
    MB = np.linspace(0, MB_sat, 501)
    m = np.array([np.sin(equilibrium_angle(x, k)) for x in MB])
    area = trapezoid(1 - m, MB)
    small = 0.01 * MB_sat
    slope_reading = small / np.sin(equilibrium_angle(small, k)) / 2
    return slope_reading, MB_sat / 2, area


# Loop from direct energy minimization against the derived formulas
slope_reading, field_reading, area_reading = loop_readings((K1, K2))
assert abs(slope_reading - K1) < 1e-3
assert abs(field_reading - (K1 + 2 * K2)) < 1e-4
assert abs(area_reading - (K1 + K2)) < 1e-3

# Intermediate points: the field predicted for the m found by minimization
for fraction in (0.25, 0.5, 0.75):
    MB = fraction * 2 * field_reading
    m = np.sin(equilibrium_angle(MB, (K1, K2)))
    assert abs(2 * K1 * m + 4 * K2 * m**3 - MB) < 1e-5

# Weakly negative K2: formula holds and underestimates the energy
_, negative_field, negative_area = loop_readings((1.0, -0.1))
assert abs(negative_field - 0.8) < 1e-4 and abs(negative_area - 0.9) < 1e-3
# K2 below -K1/6: jump, the saturation formula must fail
assert saturation_MB((1.0, -0.3)) / 2 > (1.0 - 0.6) + 0.05

# A sixth-order term: the area stays right, the mean of two readings does not
K3 = 0.1
s3, f3, a3 = loop_readings((K1, K2, K3))
assert abs(a3 - (K1 + K2 + K3)) < 1e-3
assert abs((s3 + f3) / 2 - (K1 + K2 + 1.5 * K3)) < 1e-3

# Hard-axis curvature by finite differences
step = 1e-3
curvature = (anisotropy(np.pi / 2 + step, (K1, K2)) - 2 * anisotropy(np.pi / 2, (K1, K2))
             + anisotropy(np.pi / 2 - step, (K1, K2))) / step**2
assert abs(-curvature / 2 - field_reading) < 1e-3


# Barrier from the escape time of rotational diffusion (constant factors dropped)
def log_escape_time(beta):
    x = np.linspace(0, 1, 40001)            # x = cos(theta), equator at 0
    U = volume * anisotropy(np.arccos(x), (K1, K2))
    cumulative = cumulative_trapezoid(np.exp(-beta * U), x, initial=0)
    inner = cumulative[-1] - cumulative
    integrand = np.full_like(x, 0.5)        # limit at the pole
    integrand[:-1] = np.exp(beta * U[:-1]) * inner[:-1] / (1 - x[:-1]**2)
    return np.log(beta * trapezoid(integrand, x))


beta = 1 / kT
db = 1e-3 * beta
arrhenius_slope = (log_escape_time(beta + db) - log_escape_time(beta - db)) / (2 * db)
true_barrier = area_reading * volume
wrong_barrier = field_reading * volume
escape_barrier = arrhenius_slope + kT / 2
assert abs(escape_barrier / ((K1 + K2) * volume) - 1) < 0.01

# Shape: Bessel integral against the closed form for a cylindrical current sheet
ratio = thickness / (diameter / 2)
q = np.linspace(1e-9, 3000, 300001)
Nz = simpson(2 * j1(q)**2 / q * (-np.expm1(-q * ratio)) / (q * ratio), x=q)
k2 = diameter**2 / (diameter**2 + thickness**2)
kc = np.sqrt(1 - k2)
sheet_factor = 4 / (3 * np.pi * kc) * (
    kc**2 / k2 * (ellipk(k2) - ellipe(k2)) + ellipe(k2) - np.sqrt(k2))
assert abs(Nz - (1 - sheet_factor)) < 1e-5
Nx = (1 - Nz) / 2
M_SI = moment_density * const.physical_constants["Bohr magneton"][0] / 1e-27
shape_density = const.mu_0 * M_SI**2 / 2 / 1e3 / to_kJ_m3
a0 = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0] * 1e3
shape_atomic = 2 * np.pi * const.alpha**2 * (moment_density * a0**3 / 2)**2
assert abs(shape_atomic * hartree / a0**3 / shape_density - 1) < 1e-6
K1_film = K1 - shape_density * (1 - (Nz - Nx))

# Lowest antisymmetric exchange mode of a disc with free edge
cells = 500
h = 1 / cells
r = (np.arange(cells) + 0.5) * h
faces = np.arange(cells + 1) * h
outer = faces[1:].copy()
outer[-1] = 0.0
diagonal = (faces[:-1] + outer) / (h**2 * r) + 1 / r**2
off_diagonal = -faces[1:-1] / (h**2 * np.sqrt(r[:-1] * r[1:]))
lowest = eigh_tridiagonal(diagonal, off_diagonal, select="i", select_range=(0, 0))[0][0]
mode_root = jnp_zeros(1, 1)[0]
assert abs(np.sqrt(lowest) / mode_root - 1) < 2e-3
exchange_cost = exchange * (mode_root / (diameter / 2))**2

# Thermal average of m for one disc at the saturation field
cos_theta = np.linspace(-1, 1, 1001)[:, None]
phi = np.linspace(0, 2 * np.pi, 720, endpoint=False)[None, :]
sin_theta = np.sqrt(1 - cos_theta**2)
m_field = sin_theta * np.cos(phi)
E = volume * (K1 * sin_theta**2 + K2 * sin_theta**4 - 2 * field_reading * m_field)
weight = np.exp(-(E - E.min()) / kT)
thermal_m = (weight * m_field).sum() / weight.sum()

# Misaligned field of the same strength
tilt = np.radians(tilt_degrees)
tilted_angle = equilibrium_angle(2 * field_reading, (K1, K2), tilt)
tilted_m = np.sin(tilted_angle + tilt)

B_s = 2 * field_reading / M
print(f"K1 of the disc: {K1:.2f} meV/nm^3")
print(f"K2 of the disc: {K2:.2f} meV/nm^3")
print(f"Magnetization: {moment_density:.0f} Bohr magnetons/nm^3")
print(f"Energy density per tesla, M: {M:.4f} meV/(nm^3 T)")
print(f"Diameter: {diameter:.0f} nm")
print(f"Thickness: {thickness:.1f} nm")
print(f"Volume V: {volume:.1f} nm^3")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT / 1e3:.5f} eV")
print(f"Saturation field B_s: {B_s:.4f} T")
for fraction in (0.25, 0.5, 0.75):
    m = np.sin(equilibrium_angle(fraction * 2 * field_reading, (K1, K2)))
    print(f"m at B = {fraction * B_s:.4f} T: {m:.4f}")
print(f"Initial-slope reading: {slope_reading:.4f} meV/nm^3")
print(f"Saturation-field reading M*B_s/2: {field_reading:.4f} meV/nm^3")
print(f"Loop-area reading: {area_reading:.4f} meV/nm^3")
print(f"Saturation-field reading, converted: {field_reading * to_kJ_m3:.1f} kJ/m^3")
print(f"Loop-area reading, converted: {area_reading * to_kJ_m3:.1f} kJ/m^3")
print(f"Overestimate by the field reading: {100 * (field_reading / area_reading - 1):.1f} %")
print(f"True coherent barrier: {true_barrier / 1e3:.4f} eV")
print(f"Mistaken barrier: {wrong_barrier / 1e3:.4f} eV")
print(f"Barrier from escape-time slope: {escape_barrier / 1e3:.4f} eV")
print(f"True barrier / kT: {true_barrier / kT:.2f}")
print(f"Mistaken barrier / kT: {wrong_barrier / kT:.2f}")
print(f"Lifetime overestimate factor: {np.exp(K2 * volume / kT):.0f}")
print(f"Test K2/K1 = -0.1, field reading / K1: {negative_field:.4f}")
print(f"Test K2/K1 = -0.1, area reading / K1: {negative_area:.4f}")
print(f"Test K2/K1 = -0.3, field reading / K1: {saturation_MB((1.0, -0.3)) / 2:.4f}")
print(f"Test sixth-order constant K3: {K3:.2f} meV/nm^3")
print(f"With K3, area reading: {a3:.4f} meV/nm^3")
print(f"With K3, mean of slope and field readings: {(s3 + f3) / 2:.4f} meV/nm^3")
print(f"Thermal mean m of one disc at B_s: {thermal_m:.4f}")
print(f"Field tilt: {tilt_degrees:.1f} degrees")
print(f"Tilted field, angle of M from hard axis: {90 - np.degrees(tilted_angle):.2f} degrees")
print(f"Tilted field, m along field at B_s: {tilted_m:.4f}")
print(f"Hot operating temperature: {hot_temperature:.0f} K")
print(f"True barrier / kT when hot, constants fixed: {true_barrier / (kB * hot_temperature):.2f}")
print(f"Demagnetizing factor Nz: {Nz:.4f}")
print(f"Demagnetizing factor Nx: {Nx:.4f}")
print(f"Full-film shape energy density: {shape_density:.3f} meV/nm^3")
print(f"K1 of the unpatterned film: {K1_film:.3f} meV/nm^3")
print(f"Exchange stiffness: {exchange / 1e3:.2f} eV/nm")
print(f"Lowest antisymmetric mode root: {mode_root:.4f}")
print(f"Exchange cost of that mode: {exchange_cost:.3f} meV/nm^3")
print(f"Hard-axis curvature coefficient: {-curvature / 2:.3f} meV/nm^3")
print("verified")
```

Output:

```
K1 of the disc: 1.00 meV/nm^3
K2 of the disc: 0.20 meV/nm^3
Magnetization: 90 Bohr magnetons/nm^3
Energy density per tesla, M: 5.2095 meV/(nm^3 T)
Diameter: 28 nm
Thickness: 1.6 nm
Volume V: 985.2 nm^3
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Saturation field B_s: 0.5375 T
m at B = 0.1344 T: 0.3350
m at B = 0.2687 T: 0.6095
m at B = 0.4031 T: 0.8252
Initial-slope reading: 1.0001 meV/nm^3
Saturation-field reading M*B_s/2: 1.4000 meV/nm^3
Loop-area reading: 1.2000 meV/nm^3
Saturation-field reading, converted: 224.3 kJ/m^3
Loop-area reading, converted: 192.3 kJ/m^3
Overestimate by the field reading: 16.7 %
True coherent barrier: 1.1822 eV
Mistaken barrier: 1.3793 eV
Barrier from escape-time slope: 1.1818 eV
True barrier / kT: 45.73
Mistaken barrier / kT: 53.35
Lifetime overestimate factor: 2042
Test K2/K1 = -0.1, field reading / K1: 0.8000
Test K2/K1 = -0.1, area reading / K1: 0.9000
Test K2/K1 = -0.3, field reading / K1: 0.4736
Test sixth-order constant K3: 0.10 meV/nm^3
With K3, area reading: 1.3000 meV/nm^3
With K3, mean of slope and field readings: 1.3501 meV/nm^3
Thermal mean m of one disc at B_s: 0.9579
Field tilt: 2.0 degrees
Tilted field, angle of M from hard axis: 20.34 degrees
Tilted field, m along field at B_s: 0.9492
Hot operating temperature: 358 K
True barrier / kT when hot, constants fixed: 38.32
Demagnetizing factor Nz: 0.8636
Demagnetizing factor Nx: 0.0682
Full-film shape energy density: 2.732 meV/nm^3
K1 of the unpatterned film: 0.441 meV/nm^3
Exchange stiffness: 0.10 eV/nm
Lowest antisymmetric mode root: 1.8412
Exchange cost of that mode: 1.730 meV/nm^3
Hard-axis curvature coefficient: 1.400 meV/nm^3
verified
```
